# Characteristic Time and Exponent of Stretched Switching from Two Fractions: a numerical check

```python
"""
Result under test: the switching law f(t) = 1 - exp(-(t/tau)**n) passing
through (t1, f1) and (t2, f2) has, with L = -ln(1 - f),
    n = ln(L2/L1) / ln(t2/t1),    tau = t1 * L1**(-1/n).
f: switched fraction of the polarization, t: pulse length in ns,
tau: characteristic time in ns, n: dimensionless exponent.
Also tested: rate per unswitched fraction, propagation of reading errors,
and the fact that another model can pass through the same two points.
"""
import numpy as np
from scipy.optimize import brentq, root


def switched(t, tau, n):
    return 1.0 - np.exp(-(t / tau) ** n)


def invert(t1, f1, t2, f2):
    L1, L2 = -np.log(1.0 - f1), -np.log(1.0 - f2)
    n = np.log(L2 / L1) / np.log(t2 / t1)
    return n, t1 * L1 ** (-1.0 / n)


def solve_numerically(t1, f1, t2, f2):
    """Solve the two original nonlinear equations for n and tau."""
    def residual(p):
        tau, n = np.exp(p[0]), p[1]
        return [switched(t1, tau, n) - f1, switched(t2, tau, n) - f2]
    sol = root(residual, [np.log(np.sqrt(t1 * t2)), 1.0], tol=1e-12)
    assert np.max(np.abs(residual(sol.x))) < 1e-10
    return sol.x[1], np.exp(sol.x[0])


t1, f1, t2, f2 = 100.0, 0.20, 1000.0, 0.80
L1, L2 = -np.log(1 - f1), -np.log(1 - f2)
D = np.log(t2 / t1)
n, tau = invert(t1, f1, t2, f2)

# Closed solution against numerical solution of the original equations
n_num, tau_num = solve_numerically(t1, f1, t2, f2)
assert abs(n - n_num) < 1e-8 and abs(tau / tau_num - 1) < 1e-8
tau_from_second = t2 * L2 ** (-1 / n)
assert abs(tau_from_second / tau - 1) < 1e-12

# Recovery of known parameters, also for exponents above one
for n_true, tau_true in [(0.4, 50.0), (1.0, 300.0), (2.3, 700.0)]:
    ta, tb = 0.5 * tau_true, 1.4 * tau_true
    n_rec, tau_rec = invert(ta, switched(ta, tau_true, n_true),
                            tb, switched(tb, tau_true, n_true))
    assert abs(n_rec - n_true) < 1e-10
    assert abs(tau_rec / tau_true - 1) < 1e-10

# Half-switching time against a root of the law itself
t_half = tau * np.log(2) ** (1 / n)
t_half_num = brentq(lambda t: switched(t, tau, n) - 0.5, 1.0, 1e4)
assert abs(t_half / t_half_num - 1) < 1e-9

# Base-10 inner logarithm: same exponent, but the 90% switching time
M1, M2 = -np.log10(1 - f1), -np.log10(1 - f2)
n_base10 = np.log(M2 / M1) / D
time_base10 = t1 * M1 ** (-1 / n_base10)
assert abs(n_base10 - n) < 1e-12
assert abs(switched(time_base10, tau, n) - 0.9) < 1e-10
assert abs(time_base10 / (tau * np.log(10) ** (1 / n)) - 1) < 1e-10


# Rate per unswitched fraction against finite differences
def numerical_rate(fraction, t, step=0.01):
    return -(np.log(1 - fraction(t + step))
             - np.log(1 - fraction(t - step))) / (2 * step)


rates = [n * L1 / t1, n * L2 / t2]
for t, rate in zip([t1, t2], rates):
    power_form = (n / tau) * (t / tau) ** (n - 1)
    measured = numerical_rate(lambda s: switched(s, tau, n), t)
    assert abs(rate / measured - 1) < 1e-6
    assert abs(power_form / measured - 1) < 1e-6
assert rates[1] < rates[0]

# Error coefficients against finite differences of the numerical solution
g1, g2 = 1 / ((1 - f1) * L1), 1 / ((1 - f2) * L2)
dn_df = np.array([-g1, g2]) / D
dlntau_df = np.array([-g1 * np.log(t2 / tau),
                      g2 * np.log(t1 / tau)]) / (n * D)
eps = 1e-4
for i, (a, b) in enumerate([(eps, 0.0), (0.0, eps)]):
    n_up, tau_up = solve_numerically(t1, f1 + a, t2, f2 + b)
    n_dn, tau_dn = solve_numerically(t1, f1 - a, t2, f2 - b)
    assert abs((n_up - n_dn) / (2 * eps) / dn_df[i] - 1) < 1e-4
    slope = np.log(tau_up / tau_dn) / (2 * eps)
    assert abs(slope / dlntau_df[i] - 1) < 1e-4

# Combined uncertainty against random sampling; 5% allows for curvature
sigma_f = 0.01
sigma_n = sigma_f * np.hypot(*dn_df)
sigma_tau = tau * sigma_f * np.hypot(*dlntau_df)
rng = np.random.default_rng(7)
sample_n, sample_tau = invert(t1, f1 + sigma_f * rng.normal(size=200000),
                              t2, f2 + sigma_f * rng.normal(size=200000))
assert abs(sample_n.std() / sigma_n - 1) < 0.05
assert abs(sample_tau.std() / sigma_tau - 1) < 0.05

# Two equal populations with constant rates through the same two points
x = brentq(lambda s: 0.5 * (s ** (t2 / t1)
           + (2 * (1 - f1) - s) ** (t2 / t1)) - (1 - f2), 1 - f1, 1.0)
k = -np.log(np.array([x, 2 * (1 - f1) - x])) / t1


def two_population(t):
    return 1.0 - 0.5 * np.sum(np.exp(-k * t))


assert abs(two_population(t1) - f1) < 1e-10
assert abs(two_population(t2) - f2) < 1e-10
mix_rates = [numerical_rate(two_population, t) for t in (t1, t2)]
assert mix_rates[1] < mix_rates[0]
# Mean rate of survivors, and its slope equal to minus the variance
t_mid = 300.0
weights = np.exp(-k * t_mid) / np.sum(np.exp(-k * t_mid))
mean_k = np.sum(weights * k)
variance_k = np.sum(weights * (k - mean_k) ** 2)
assert abs(numerical_rate(two_population, t_mid) / mean_k - 1) < 1e-6
rate_slope = (numerical_rate(two_population, t_mid + 1)
              - numerical_rate(two_population, t_mid - 1)) / 2
assert abs(rate_slope / (-variance_k) - 1) < 1e-3
t_early, t_late = 10.0, 3000.0
for t in (t_early, t_late):
    assert abs(two_population(t) - switched(t, tau, n)) > 0.005

print(f"t1 = {t1:.0f} ns, f1 = {f1:.2f} (dimensionless)")
print(f"t2 = {t2:.0f} ns, f2 = {f2:.2f} (dimensionless)")
print(f"L1 = {L1:.5f}, L2 = {L2:.5f} (dimensionless)")
print(f"ln L1 = {np.log(L1):.5f}, ln L2 = {np.log(L2):.5f}")
print(f"L2/L1 = {L2 / L1:.5f}, ln(L2/L1) = {np.log(L2 / L1):.5f}")
print(f"ln(t2/t1) = {D:.5f}")
print(f"exponent n = {n:.4f}, 1/n = {1 / n:.4f}")
print(f"tau from point 1 = {tau:.1f} ns = {tau / 1000:.4f} microseconds")
print(f"tau from point 2 = {tau_from_second:.1f} ns")
print(f"numerical solution: n = {n_num:.4f}, tau = {tau_num:.1f} ns")
print(f"switched fraction at tau = {switched(tau, tau, n):.4f}")
print(f"half-switching time = {t_half:.1f} ns")
print(f"time from base-10 inner logarithm = {time_base10:.1f} ns")
print(f"switched fraction there = {switched(time_base10, tau, n):.4f}")
print(f"stretched-law rate at t1 = {rates[0]:.6f} per ns")
print(f"stretched-law rate at t2 = {rates[1]:.6f} per ns")
print(f"standard error of each fraction = {sigma_f:.2f}")
print(f"u1 = {g1 * sigma_f:.5f}, u2 = {g2 * sigma_f:.5f} (magnitudes)")
print(f"ln(t1/tau) = {np.log(t1 / tau):.4f}")
print(f"ln(t2/tau) = {np.log(t2 / tau):.4f}")
print(f"standard error of n = {sigma_n:.4f}")
print(f"standard error of tau = {sigma_tau:.1f} ns")
print(f"sampled standard error of n = {sample_n.std():.4f}")
print(f"sampled standard error of tau = {sample_tau.std():.1f} ns")
print(f"two-population rates = {k[0]:.6f} and {k[1]:.6f} per ns")
print(f"two-population mean rate at t1 = {mix_rates[0]:.6f} per ns")
print(f"two-population mean rate at t2 = {mix_rates[1]:.6f} per ns")
for t in (t_early, t_late):
    print(f"at {t:.0f} ns: stretched law f = {switched(t, tau, n):.4f}, "
          f"two populations f = {two_population(t):.4f}")
print("all assertions hold")
```

Output:

```
t1 = 100 ns, f1 = 0.20 (dimensionless)
t2 = 1000 ns, f2 = 0.80 (dimensionless)
L1 = 0.22314, L2 = 1.60944 (dimensionless)
ln L1 = -1.49994, ln L2 = 0.47588
L2/L1 = 7.21257, ln(L2/L1) = 1.97582
ln(t2/t1) = 2.30259
exponent n = 0.8581, 1/n = 1.1654
tau from point 1 = 574.3 ns = 0.5743 microseconds
tau from point 2 = 574.3 ns
numerical solution: n = 0.8581, tau = 574.3 ns
switched fraction at tau = 0.6321
half-switching time = 374.7 ns
time from base-10 inner logarithm = 1518.0 ns
switched fraction there = 0.9000
stretched-law rate at t1 = 0.001915 per ns
stretched-law rate at t2 = 0.001381 per ns
standard error of each fraction = 0.01
u1 = 0.05602, u2 = 0.03107 (magnitudes)
ln(t1/tau) = -1.7480
ln(t2/tau) = 0.5546
standard error of n = 0.0278
standard error of tau = 18.2 ns
sampled standard error of n = 0.0279
sampled standard error of tau = 18.2 ns
two-population rates = 0.000983 and 0.003658 per ns
two-population mean rate at t1 = 0.002143 per ns
two-population mean rate at t2 = 0.001155 per ns
at 10 ns: stretched law f = 0.0305, two populations f = 0.0229
at 3000 ns: stretched law f = 0.9839, two populations f = 0.9738
all assertions hold
```
